# Barriers Reached by One Nanosecond of Unbiased Molecular Dynamics at 500 K

**Question.** A surface reaction of atomic layer deposition is simulated at 500 K by ordinary molecular dynamics, with no bias and no acceleration. The run lasts 1 ns, and the reaction has an attempt frequency of $10^{13}$ per second. How high a barrier can the run be expected to cross, how sharp is that limit, and how does it move with time, temperature, number of sites and the number of events required?

**Answer.**

## The rate of one pathway

Take one reaction coordinate $x$ with mass $m$ and potential $V(x)$. The well has its minimum at $V=0$, and the barrier top at $x_b$ has height $E$. The nuclei are classical, and the well is in thermal equilibrium at temperature $T$ before the escape. The probability density of position and velocity in the well is then

$$\rho(x,v)=\frac{e^{-mv^2/2k_BT}\,e^{-V(x)/k_BT}}{\sqrt{2\pi k_BT/m}\;\int_{\rm well}e^{-V/k_BT}dx}.$$

The denominator normalizes it: the square root is the integral over all velocities. If every outward crossing of the top counts as an escape, the rate is the outward flux there, $k=\int_0^\infty v\,\rho(x_b,v)\,dv$. Since $\int_0^\infty v\,e^{-mv^2/2k_BT}dv=k_BT/m$,

$$k=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-E/k_BT}}{\int_{\rm well}e^{-V/k_BT}dx}.$$

When $E\gg k_BT$, the integral is dominated by the bottom of the well, where $V\approx\frac12m\omega^2x^2$ with $x$ measured from the minimum. The Gaussian integral is $\sqrt{2\pi k_BT/m\omega^2}$, the mass and temperature cancel, and

$$k=\nu\,e^{-E/k_BT},\qquad \nu=\frac{\omega}{2\pi}.$$

With many coordinates the same form holds in the harmonic approximation, but $\nu$ then also contains the ratio of the other vibrational frequencies in the well and at the saddle. It need not equal the frequency of any single vibration.

## From a rate to a reachable barrier

Suppose the system forgets its past within the well long before it escapes. The chance of escape in the next interval $dt$ is then $k\,dt$, whatever the time already spent there. The survival probability $S$ obeys $dS/dt=-kS$ with $S(0)=1$, so $S=e^{-kt}$, and the chance of at least one event is

$$P=1-e^{-kt}.$$

A natural measure of the reach is the barrier $E^*$ at which the mean waiting time $1/k$ equals the length of the run, $kt=1$. If the system returns to the well at once after each event, one event is then expected. Taking the logarithm of $\nu t\,e^{-E^*/k_BT}=1$ gives

$$E^*=k_BT\ln(\nu t).$$

For the run in question $k_BT=0.04309$ eV and $\nu t=10^{13}\times10^{-9}=10^4$, so

$$E^*=0.04309\ \text{eV}\times9.2103=0.397\ \text{eV}.$$

The limit is therefore about 0.4 eV for one site. At a barrier of 0.4 eV, $E/k_BT=9.284$ and $kt=0.929$, which is the expected number of events if the system returns to the well at once after each. The chance of seeing at least one is 0.605, and this is also the expected number for an irreversible step at one site.

This is a soft edge. For a chosen chance $P$, the survival law requires $kt=-\ln(1-P)$, hence

$$E_P=k_BT\ln\frac{\nu t}{-\ln(1-P)}.$$

The barrier crossed with a chance of 95 percent is 0.350 eV, with 50 percent 0.413 eV, and with 5 percent 0.525 eV. The change from likely to unlikely takes $0.525-0.350=0.175$ eV, about four times $k_BT$. A single run may thus show a reaction with a barrier of 0.5 eV by luck, and may miss one of 0.35 eV.

The same formula says what may be inferred from a run without events. If the rate is $\nu e^{-E/k_BT}$ with a known $\nu$, and the system stayed in the well throughout, any barrier below 0.350 eV would have produced an event with a chance above 95 percent. Silence therefore supports $E>0.35$ eV at that level of confidence, or a somewhat lower bound if some trajectories turn back at the top. It does not show that the reaction is slow on the time scale of a process.

## How the reach scales

**Time.** Multiplying $t$ by ten adds $k_BT\ln10=0.0992$ eV at 500 K. A hundredfold longer run thus gains only 0.2 eV. In the other direction, a run of 1 ps has $\nu t=10$ and a formal reach of $2.3\,k_BT$. There the condition $E\gg k_BT$ is poorly met and the estimate loses its basis.

**Temperature.** At fixed $\nu t$ the reach is proportional to $T$. To bring a barrier of 0.8 eV within one nanosecond requires

$$T=\frac{0.8\ \text{eV}}{k_B\ln(10^4)}=1008\ \text{K}.$$

Heating also changes the competition between reactions. For two pathways with equal $\nu$, the ratio of rates is $e^{(E_2-E_1)/k_BT}$. For barriers of 0.3 and 0.4 eV it is $9.465/0.929\approx10$ at 500 K. Doubling $T$ halves the exponent, so the ratio falls to about $\sqrt{10}\approx3$. A hot run can therefore show a different mixture of events from the one at the process temperature.

**Number of sites.** Let $N$ equivalent sites react independently. The chance that none has reacted is the product of the separate survival probabilities, $(e^{-kt})^N=e^{-Nkt}$. The first event anywhere thus has the rate $Nk$, and the edge rises by $k_BT\ln N$. The same argument applies to $N$ independent runs of one site. For the first event, many short runs are worth one long run of the same total length, provided that each is much longer than the time the well needs to forget its starting point.

**Number of events.** Seeing a reaction once does not determine its rate. Suppose the system returns to the well after each event and spends negligible time elsewhere. Divide $t$ into $M$ short intervals, each with event probability $p=kt/M$. The number of events has mean $Mp=kt$ and variance

$$Mp(1-p)=kt\left(1-\frac{kt}{M}\right)\;\longrightarrow\;kt\qquad(M\to\infty).$$

With $m_e$ events expected, the relative standard deviation of the measured rate is $\sqrt{m_e}/m_e=1/\sqrt{m_e}$. An error of 10 percent thus needs $m_e=100$ events. Setting $Nkt=m_e$ combines the results:

$$E(N,m_e)=k_BT\ln\frac{N\nu t}{m_e}.$$

For one site and 100 events the reach is 0.198 eV, half of the one-event value. The halving is a coincidence of the numbers: $\ln(10^4/10^2)$ is half of $\ln10^4$. The formula needs a quick return to the well; if the return crosses an equally high barrier, the count is about halved. An irreversible step, as is common in deposition, gives at most one event per site, so $N$ must exceed $m_e$. The expected count is then $N(1-e^{-kt})$, and $m_e/N$ in the formula is replaced by $-\ln(1-m_e/N)$. For 100 events from 200 sites this gives 0.413 eV instead of 0.427 eV.

## A low barrier can hide a higher one

The estimate assumes that the system waits in the initial well or keeps returning to it. Suppose instead that there are two irreversible exits, with rates $k_1$ and $k_2$. The well then survives with probability $e^{-(k_1+k_2)t}$, and the chance of having left by the second exit is

$$P_2=\int_0^t k_2\,e^{-(k_1+k_2)t'}dt'=\frac{k_2}{k_1+k_2}\left[1-e^{-(k_1+k_2)t}\right].$$

Let the barriers be 0.3 and 0.4 eV. Within one nanosecond $k_1t=9.465$ and $k_2t=0.929$. The bracket is practically 1, and $P_2=0.929/10.394=0.089$. Alone, the second reaction would have been seen with a chance of 0.605. A longer run does not help, because the first exit has already emptied the well. What a run samples depends on the whole set of exits as well as on the height of each barrier.

## The water step of oxide deposition

Consider the half-cycle in which water reacts with a surface covered by metal-organic ligands, at 500 K. The simulated slab measures 2 nm by 2 nm. Rough typical values are five reactive sites per nm², a water pressure of 0.1 Torr and a pulse of 0.1 s.

The slab holds $5\times4=20$ sites, which adds $k_BT\ln20=0.129$ eV. The one-event barrier of the whole slab is $0.397+0.129=0.526$ eV, provided that every site has a water molecule in place and reacts independently.

The gas does not provide that water within the run. Its number density is $p/k_BT$, and the one-way flux per unit density found above, $\sqrt{k_BT/2\pi m}$, applies equally to molecules moving towards a wall. With $m$ now the mass of H₂O, the flux is

$$\Phi=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi m k_BT}}=3.70\times10^5\ \text{nm}^{-2}\,\text{s}^{-1}.$$

The expected number of arrivals on 4 nm² in $10^{-9}$ s is $1.5\times10^{-3}$, or one arrival in about 675 ns. The water must be placed on the surface by hand, and the run then describes what follows an arrival.

The real pulse is $10^8$ times longer than the run. Eight decades at 0.0992 eV each raise the one-site reach from 0.397 to 1.19 eV, provided that the site holds a water molecule throughout; if it is often empty, the reach of the pulse is lower. Reactions with barriers well inside this interval can matter in the process and yet are unlikely to appear at a given site in the simulation. Take a barrier of 0.8 eV. The mean wait is $e^{E/k_BT}/\nu=11.6$ µs, which is $1.16\times10^4$ times the length of the run. The pulse, however, contains about $0.1\ \text{s}/11.6\ \text{µs}\approx9\times10^3$ such waiting times. If the site holds a water molecule for most of the pulse, the reaction is fast for the reactor, yet it is out of reach for the simulation. This condition is demanding: at the flux above, a site with its share of 0.2 nm² is struck only about once in 13.5 µs, so the water must stay much longer than that. With the same prefactor of $10^{13}$ per second, a stay of 13.5 µs already needs a desorption barrier of 0.81 eV. For a desorption barrier of 0.6 eV the one-site reach of the pulse falls to about 0.98 eV, and the mean wait at 0.8 eV grows to about 1.4 ms. If water tends to desorb before it reacts, desorption is a competing exit, and only a fraction of the arrivals leads to reaction. This is the range for which accelerated dynamics, or rates computed from saddle points, are needed.

## What moves the edge

**Prefactor.** A tenfold change of $\nu$ has the same effect as a tenfold change of time, $\pm0.099$ eV. The attempt frequency must therefore be known to about a factor of ten if the reach is to be known to 0.1 eV.

**Shape of the well.** Take the double well $V=E(1-x^2)^2$, with $x$ in units of the distance from the top to a minimum, and let $b=E/k_BT$. With $x=-1+y$ one has $1-x^2=2y-y^2$, so $V/k_BT=b(4y^2-4y^3+y^4)$. The Gaussian part $e^{-4by^2}$ has variance $\sigma^2=1/(8b)$. Expanding the rest,

$$e^{4by^3-by^4}\approx1+4by^3-by^4+8b^2y^6.$$

The cubic term averages to zero. With $\langle y^4\rangle=3\sigma^4$ and $\langle y^6\rangle=15\sigma^6$, the well integral divided by its harmonic value is

$$1-\frac{3}{64b}+\frac{15}{64b}=1+\frac{3}{16b}$$

to first order in $1/b$. At 0.4 eV this is 1.020, while direct integration gives 1.0235. The well is roomier than its harmonic copy and the rate is lower, but the edge moves by only $-0.001$ eV.

**Recrossing.** Some trajectories cross the top and turn back. If the true rate is $\kappa k$, the edge moves by $k_BT\ln\kappa$. To measure $\kappa$, the same double well was simulated with Langevin dynamics,

$$m\dot v=-V'(x)-m\gamma v+\text{thermal noise},$$

with friction $\gamma=0.30\,\omega$. There were 2400 walkers at each of five barriers from 3 to 7 $k_BT$, followed for 200 vibration periods. An escape was counted when a walker first reached the opposite minimum. The ratio $\kappa$ to the flux rate lay between 0.74 and 0.80, with a mean of 0.766. This ratio contains more than recrossing. Turning back at a parabolic top alone gives the Kramers factor $\sqrt{1+(\gamma/2\omega_b)^2}-\gamma/2\omega_b=0.81$, with the barrier frequency $\omega_b=\omega/\sqrt2$. At low barriers the incomplete refilling of the high-energy tail of the well and the time needed to complete an escape lower the measured value further. Either value moves the edge at the higher barrier of interest by about $-0.01$ eV. Other frictions give other values.

These runs also test the scaling. The slope of $\ln k$ against $E/k_BT$ was $-0.971$, where the simple law gives $-1$. The barrier at which a fraction $1-1/e$ had escaped rose from 3.555 $k_BT$ after 50 periods to 5.024 $k_BT$ after 200. Taking the first escape among groups of four walkers after 50 periods gave 5.021 $k_BT$. Four times the time and four times the sites are thus equivalent here within the scatter. Both gains are about 1.47, compared with $\ln4=1.386$. Of the excess of 0.08, the well-shape factor accounts for about 0.03, since it is larger at the lower barrier: direct integration gives 1.10, 1.07 and 1.05 at 3, 4 and 5 $k_BT$. The rest, about 0.05, is comparable to the counting error, which is roughly 0.03 for the gain from time and 0.05 for the gain from sites, where only 600 groups are available. The short time a walker needs to complete an escape also matters more in the shorter run, which adds a little to the gain from time.

**Reaction heat.** In the harmonic approximation each classical vibration stores $k_BT$, half kinetic and half potential. Heat $Q$ spread over $n$ atoms therefore raises their temperature by $Q/(3nk_B)$. For 1 eV and 100 atoms this is 38.7 K. If the heating lasted for the whole run, the edge would rise by $0.397\times38.7/500=0.031$ eV. Heat flow into the solid or a thermostat reduces this, although the few atoms next to the reaction are hotter at first.

## Quantum nuclei

Classical dynamics omits two effects that matter when a proton moves. They change the rate on the real surface, not the reach of the classical run. Let $u=\hbar\omega/k_BT$ for the vibration concerned.

The first effect is the zero-point energy of a vibration that becomes the motion over the barrier. Its classical partition function in the well is $k_BT/\hbar\omega=1/u$. The quantum one is a geometric series,

$$\sum_{n=0}^\infty e^{-u(n+1/2)}=\frac{e^{-u/2}}{1-e^{-u}}=\frac{1}{2\sinh(u/2)}.$$

The partition function of the well stands in the denominator of the rate, so the rate is multiplied by

$$\frac{1/u}{1/[2\sinh(u/2)]}=\frac{\sinh(u/2)}{u/2}.$$

For an O–H stretch of roughly 3500 cm⁻¹, $u=10.07$ and the factor is 15.3. This corresponds to $k_BT\ln15.3=0.118$ eV. It is an upper estimate in so far as new stiff vibrations at the saddle offset part of the loss.

The second effect is tunnelling. Near the top let $V=E-\frac12m\omega^2x^2$, let $s$ be the energy above the top in units of $\hbar\omega$, and let $\xi=x\sqrt{m\omega/\hbar}$. The Schrödinger equation becomes $\psi''+(\xi^2+2s)\psi=0$. Far to the right, the transmitted wave is $A\,\xi^{is-1/2}e^{i\xi^2/2}$. Continuing it to the left through the upper half of the complex plane, $\xi=e^{i\pi}|\xi|$, gives the reflected wave with the extra factor $e^{i\pi(is-1/2)}=-ie^{-\pi s}$. The reflected intensity is thus $e^{-2\pi s}$ times the transmitted one. Since the two sum to 1, the transmission is $1/(1+e^{-2\pi s})$. The classical thermal flux corresponds to a step at $s=0$, for which $u\int_0^\infty e^{-us}ds=1$. The quantum correction is therefore

$$u\int_{-\infty}^{\infty}\frac{e^{-us}}{1+e^{-2\pi s}}ds=\frac{u}{2\pi}\int_0^\infty\frac{w^{u/2\pi-1}}{1+w}dw=\frac{u/2}{\sin(u/2)},$$

where $w=e^{-2\pi s}$ and $\int_0^\infty w^{a-1}/(1+w)\,dw=\pi/\sin\pi a$ for $0<a<1$. The result requires $u<2\pi$; at lower temperature the parabola, which has no bottom, is no longer a usable model. For a rough barrier frequency of 1000 cm⁻¹, $u=2.88$, the factor is 1.45 and the shift is 0.016 eV. The shift grows quickly with the frequency: at 1500 cm⁻¹ the factor is 2.6 and the shift 0.04 eV. Near 2000 cm⁻¹, where $u$ approaches $2\pi$, the parabola overestimates the correction for a barrier of finite height.

## Reading the estimate for a real process

A temperature of 500 K, a pressure near 0.1 Torr and pulses of about 0.1 s are ordinary for thermal oxide deposition with water. The site density and the common prefactor are rougher. Real sites differ in their surroundings, and neighbouring ligands influence one another, so a spread of barriers replaces the single $E$. Among the corrections to the rate of one site sized here, the largest are the lost O–H stretch, up to about 0.12 eV, and a tenfold error in $\nu$, 0.10 eV. Both are small beside the 0.79 eV that separates the one-site reach of the run from that of the pulse when water stays on the site. If the site is often empty, this gap is narrower: about 0.59 eV for a desorption barrier of 0.6 eV and 0.39 eV for one of 0.4 eV, with the same prefactor. For one site, the classical value of 0.4 eV is good to about 0.1 eV if the prefactor lies within a factor of ten of $10^{13}$ per second. It should be recomputed for another temperature, and when the run length, the number of sites, the required number of events or the prefactor differs by a factor of ten or more. The numerical output lists the values used.

## Table of computed values

```
Temperature: 500 K; kT: 0.04309 eV
Attempt frequency: 1.0e+13 1/s; MD time: 1.0 ns
Attempts nu*t: 1e+04; ln(nu*t): 9.2103
One-event barrier, one site: 0.3968 eV
Same from quartic-well flux integral: 0.3958 eV
At 0.4 eV: E/kT 9.284, expected events 0.929
At 0.4 eV: chance of at least one event 0.605
Barrier seen with chance 0.05: 0.5248 eV
Barrier seen with chance 0.50: 0.4126 eV
Barrier seen with chance 0.95: 0.3496 eV
Barrier for 100 events: 0.1984 eV
Relative error of that rate, explicit sum: 0.0995
Gain per decade of time: 0.0992 eV
Slab area: 4.0 nm^2; site density: 5.0 1/nm^2
Sites: 20; gain from sites: 0.1291 eV
One-event barrier, whole slab: 0.5259 eV
Pulse: 0.1 s; one-site reach: 1.1905 eV
Pulse time / MD time: 1.00e+08
Mean wait at 0.8 eV, one site: 11.58 microseconds
Wait at 0.8 eV / MD time: 1.158e+04
Temperature for 0.8 eV in the MD time: 1008 K
Expected events at 0.3 eV, if repeatable: 9.465
Chance of 0.4 eV exit beside irreversible 0.3 eV: 0.0894
Langevin: 2400 walkers per barrier, 200 periods
Langevin friction / angular well frequency: 0.30
Langevin E/kT 3: rate/nu 3.361e-02, transmission 0.739
Langevin E/kT 4: rate/nu 1.288e-02, transmission 0.752
Langevin E/kT 5: rate/nu 5.110e-03, transmission 0.798
Langevin E/kT 6: rate/nu 1.765e-03, transmission 0.741
Langevin E/kT 7: rate/nu 7.073e-04, transmission 0.802
Langevin slope of ln(rate) against E/kT: -0.971
Langevin reach/kT, 50 periods: 3.555
Langevin reach/kT, 200 periods: 5.024
Langevin reach/kT, 50 periods, 4 sites: 5.021
Expected gain ln(4): 1.386; ln(200): 5.298
Mean transmission: 0.766; shift: -0.0115 eV
Shift for tenfold change of nu: +/-0.0992 eV
Well integral / harmonic value at 0.4 eV: 1.0235
Anharmonic shift of the reach: -0.0010 eV
Heating by 1 eV in 100 atoms: 38.7 K
Reach shift if heating lasted: 0.0307 eV
Tunnelling, 1000 1/cm: u 2.878, factor 1.451
Tunnelling shift: 0.0161 eV
Lost O-H stretch, 3500 1/cm: u 10.071, factor 15.27
Lost O-H stretch shift: 0.1175 eV
H2O mass: 18.015 u
H2O pressure: 0.1 Torr = 13.33 Pa
H2O flux: 3.701e+05 1/(nm^2 s)
H2O arrivals on slab in the MD time: 1.48e-03
Mean time between arrivals: 675 ns
```
